Choosing scattering matrices over transfer matrices in a grating solver

Red light falls obliquely on a row of etched silicon lines whose pitch is less than half the wavelength. One reflected beam leaves the surface, and its strength depends on the width and depth of the lines. Near the lines the field also has fine lateral structure, made of waves that decay away from the interface that excites them, the finest within a few nanometres. A calculation must keep these waves, because they help to match the field at every interface. It must also carry them through hundreds of nanometres of grating, where a wave that decays downward is a wave that grows upward.

A grating solver may therefore offer a choice of how layers are combined: by transfer matrices or by scattering matrices. The two solve the same equations. This guide derives both, finds where the first loses its digits, and relates the choice to two other settings, the number of Fourier orders and the number of slices.

**The equations behind the setting**

Let z point down, from air into the substrate, and let the time factor be exp(-iωt). The lines run along y with period p in x. The electric field is along y, the plane of incidence is xz, and the materials are nonmagnetic. Maxwell's equations are

curl E = iωμ₀H, curl H = -iωε₀εE.

Taking the curl of the first and using the second gives curl curl E = k₀²εE, with k₀² = ω²μ₀ε₀. Since E has only a y component and does not depend on y, its divergence is zero, and

∂²E/∂x² + ∂²E/∂z² + k₀²ε(x)E = 0

inside a layer whose permittivity does not depend on z. For incidence at angle θ from air, write

E = Σₙ sₙ(z) exp(ikₙx), kₙ = k₀ sin θ + 2πn/p, n = -M … M.

If εₘ are the Fourier coefficients of ε(x), the coefficient of order n in the product εE is Σₘ εₙ₋ₘsₘ. Call the matrix of elements εₙ₋ₘ ⟦ε⟧, and let K be the diagonal matrix of the kₙ. Then

s″ = -A s, A = k₀²⟦ε⟧ - K².

A solution s = w exp(±iqz) requires A w = q²w. Collect the vectors w as columns of W and the values q in the diagonal matrix Q; W is assumed invertible.

The sign of q decides which waves are called downward. Multiply A w = q²w from the left by w† and take the imaginary part. K² is real and drops out:

Im(q²) w†w = k₀² (1/p) ∫ Im ε |w(x)|² dx, w(x) = Σₙ wₙ exp(ikₙx).

In an absorbing line Im ε > 0 over an interval, where a finite, nonzero Fourier sum cannot vanish throughout. The right side is therefore positive. Since Im(q²) = 2 Re q Im q, the two parts of q have the same sign, and both can be chosen positive. For d > 0 every factor exp(iqd) then has modulus exp(-d Im q) < 1. In air q² is real, and q is taken positive or positive imaginary; the case q = 0, an order travelling along the surface, is excluded.

**Joining two media**

Let a and b be the amplitudes of downward and upward modes at one height. There s = W(a + b) and s′ = iWQ(a - b). The tangential fields are E and Hₓ, and Hₓ is proportional to ∂E/∂z, so s and s′ are continuous:

W₁(a₁ + b₁) = W₂(a₂ + b₂)
W₁Q₁(a₁ - b₁) = W₂Q₂(a₂ - b₂).

Define P = W₁⁻¹W₂ and N = (W₁Q₁)⁻¹W₂Q₂. Half the sum and half the difference of the two lines give

a₁ = F a₂ + G b₂, b₁ = G a₂ + F b₂,
F = (P + N)/2, G = (P - N)/2.

No thickness appears here. It enters through X = exp(iQd), which takes amplitudes across a layer. With primes for the bottom of the layer,

a′ = X a, b = X b′.

Both relations follow each wave in its own direction of travel, and neither contains a growing factor.

**What the transfer setting does**

The transfer method expresses everything at the top by everything at the bottom. It must therefore write a = X⁻¹a′, and X⁻¹ contains exp(+d Im q). Multiplying interface and layer matrices gives a product with blocks M₁₁, M₁₂, M₂₁, M₂₂. No wave comes up from the substrate, so the incident, reflected and transmitted amplitudes obey

a_in = M₁₁t, r = M₂₁t, hence r = M₂₁M₁₁⁻¹a_in.

This is correct algebra. To see what rounding does to it, take one layer of negligible absorption, with one propagating mode p (q real) and one strongly evanescent mode e (q imaginary), and let Λ = exp(κd) with κ = Im q of mode e. The product is M₁₁ = F₁X⁻¹F₂ + G₁XG₂. Let f be the column of F₁ that belongs to mode e, and g the corresponding row of F₂. Then

M₁₁ = Λ f g + C,

where C holds all terms that do not grow. Eliminating the evanescent unknown leaves, for the propagating one, the coefficient

c = M_pp - M_pe M_ep / M_ee.

Put it over the common denominator M_ee = Λf_e g_e + C_ee. The terms in Λ² in the numerator are

Λ²(f_p g_p f_e g_e - f_p g_e f_e g_p) = 0.

What remains is

c = [Λ(f_p g_p C_ee + f_e g_e C_pp - f_p g_e C_ep - f_e g_p C_pe) + C_pp C_ee - C_pe C_ep] / (Λf_e g_e + C_ee),

which stays bounded as Λ grows, provided f_e g_e ≠ 0; it still varies with depth through the phase of mode p. The computer, however, forms c as a difference of two numbers of size Λ|f_p g_p|, each stored with relative rounding u. The error relative to c is thus about

u Λ |f_p g_p| / |c|.

The information about the propagating wave was added to a much larger number and rounded away. Converting the finished product into a scattering matrix does not bring it back, since that conversion evaluates the same M₂₁M₁₁⁻¹.

The estimate also says when growth is harmless. In a uniform film the orders do not mix, f_p g_p = 0, and nothing is subtracted. A 300 nm oxide film on silicon has total exponent 78.0 with 17 orders, yet the transfer result differs from the Airy film formula by only 6 × 10⁻¹⁶ in r. Large exponentials and mode coupling are both needed for this loss.

**What the scattering setting does**

A scattering matrix expresses outgoing waves by incoming ones. At an interface, solve the first amplitude relation for a₂ and insert it into the second:

a₂ = F⁻¹a₁ - F⁻¹G b₂
b₁ = GF⁻¹a₁ + (F - GF⁻¹G)b₂.

In the order (reflection from above, transmission upward, transmission downward, reflection from below), the blocks are

S₁₁ = GF⁻¹, S₁₂ = F - GF⁻¹G, S₂₁ = F⁻¹, S₂₂ = -F⁻¹G.

A layer has S₁₁ = S₂₂ = 0 and S₁₂ = S₂₁ = X.

Now put part A above part B. Let α and β be the downward and upward waves between them, a₀ the wave entering from above, b₃ the wave entering from below. Then

α = A₂₁a₀ + A₂₂β, β = B₁₁α + B₁₂b₃.

Eliminating β gives

α = D(A₂₁a₀ + A₂₂B₁₂b₃), D = (1 - A₂₂B₁₁)⁻¹.

The outgoing waves are b₀ = A₁₁a₀ + A₁₂β and a₃ = B₂₁α + B₂₂b₃. Inserting α and β yields the combined blocks:

S₁₁ = A₁₁ + A₁₂B₁₁D A₂₁
S₁₂ = A₁₂(B₁₂ + B₁₁D A₂₂B₁₂)
S₂₁ = B₂₁D A₂₁
S₂₂ = B₂₂ + B₂₁D A₂₂B₁₂.

If B is a layer, B₁₁ = 0 and D = 1. The blocks become A₁₁, A₁₂X, XA₂₁ and XA₂₂X. Adding the next interface, with reflection J₁₁ from above, then requires the inverse of 1 - L, where

L = XA₂₂XJ₁₁.

Each row of L carries the factor exp(iqd) of its own mode. For strongly evanescent modes these rows vanish. Ordering propagating modes first,

1 - L → [ 1 - L_pp, -L_pe ; 0, 1 ],
(1 - L)⁻¹ → [ (1 - L_pp)⁻¹, (1 - L_pp)⁻¹L_pe ; 0, 1 ].

The inverse is governed by L_pp, the ordinary round trip of light between two interfaces. The evanescent modes still take part in F and G, where they match the field, but their exponentials can only shrink. If one underflows to zero, a negligible contribution is dropped.

In a very deep absorbing grating X tends to zero and S₁₁ must tend to the reflection of a half-space filled with the grating. At a depth of 1 mm the computed difference in r prints as zero. The largest transfer exponent would there be about 0.2588 × 10⁶, while double precision overflows near 710.

**When the inverse can fail**

If 1 - A₂₂B₁₁ is singular, some nonzero α satisfies α = A₂₂β and β = B₁₁α. This is a field with no incoming wave, a guided mode. Power balance shows when it is forbidden. Let Φ = Im(s†s′), which is proportional to the downward power. Then

Φ′ = Im(s′†s′ + s†s″) = -Im(s†As) = -k₀²(1/p) ∫ Im ε |E|² dx.

Combine from the top down, with air above and the last medium of B continued downward without end. Outgoing waves in air give Φ ≤ 0 at the top: a propagating one contributes -q|b|², an evanescent one nothing. If the lower medium absorbs, its outgoing waves decay and Φ tends to zero far below. Integrating Φ′ over z makes Φ at the top equal to the total absorption, which is not negative. Both must vanish. Then the Fourier sum is zero across the absorbing material, so s = s′ = 0 there, and the differential equation with its continuity conditions makes the field zero everywhere. That contradicts α ≠ 0.

The same argument protects F, because F a₂ = 0 would also describe outgoing waves without an incoming one. If the upper medium is an absorbing slice instead of air, its outgoing waves decay upward, Φ tends to zero far above as well as far below, and the total absorption must again vanish. In a lossless structure guided modes are allowed at particular wavelengths and angles, and the recursion can be singular there. Weak absorption removes the singularity but may leave a poorly conditioned inverse. Scattering matrices cure the growing exponentials; they do not remove physical resonances.

**A silicon grating**

Take silicon lines on silicon with pitch 200 nm, depth 300 nm, and width rising from 80 nm at the top to 120 nm at the bottom, cut into four slices. The wavelength is 633 nm (1.959 eV), the angle 65°, and the index 3.88 + 0.02i. With M = 8 there are 17 orders. The first side orders are already evanescent in air, so the specular beam is the only reflected one.

The largest decay rate can be estimated before any calculation. For a high order, neglect the off-diagonal elements of A. Then q² ≈ k₀²ε̄ - kₙ², with ε̄ the mean permittivity, and

κ_max ≈ √(k_M² - k₀² Re ε̄).

For a 100 nm line, Re ε̄ = (1 + 15.05)/2 = 8.03, k₀ = 2π/633 = 0.00993 nm⁻¹, and k₈ = 0.0090 + 0.2513 = 0.2603 nm⁻¹. This gives κ_max ≈ 0.2588 nm⁻¹, equal to the computed value at these digits. Over 300 nm the exponent is about 78. For the four slices, the sum Γ of κ_max d is 77.65, and the largest entry of M₁₁ is 5 × 10³³. With u = 1.1 × 10⁻¹⁶, an entry of that size cannot hold information of order one.

The scattering recursion gives r = -0.7314 - 0.0998i, so R = |r|² = 0.5449. Its largest exponential factor is 0.985, and the largest condition number of F and of 1 - A₂₂B₁₁ is 7.8; the matrices W₁Q₁ inverted in forming N reach about 80. The transfer product in double precision gives r = 1.0000. A transfer calculation with 60 digits, made from power series for the field and its slope without any grating modes, reproduces the scattering amplitudes to 7 × 10⁻¹⁵. The transfer equations are therefore sound, and the failure is one of rounding.

Two further tests concern the optics. The reflected power fraction 0.5449, the 0.3993 entering the substrate and the 0.0558 absorbed in the lines add to one; the last was integrated from the internal field. A finite-difference solution in real space, for the same four-slice shape, differs from a 61-order scattering result by 1.5 × 10⁻⁴ in r on a 2.5 nm grid and 3.8 × 10⁻⁵ on a 1.25 nm grid. The fourfold fall is that of a second-order error, and extrapolation reduces the difference to 5 × 10⁻⁷.

**How the error grows with depth**

For a single layer of 100 nm lines with M = 8 held fixed, the transfer error in r is 1.9 × 10⁻¹¹ at 100 nm, 1.6 × 10⁻⁵ at 150 nm and 0.37 at 200 nm. A fit to errors between 10⁻¹¹ and 10⁻³ gives a growth rate of 0.252 nm⁻¹, within 3% of κ_max.

Setting u exp(κ_max d) = 1 predicts trouble at 142 nm, but the error first exceeds 0.01 at 178 nm. The estimate above was made for two modes. With 17 orders, rounding in the other entries of M₁₁ also reaches the specular wave, so |f_p g_p|/|c| must be replaced by an effective factor that includes them. If this factor is small, the failure is delayed. At 150 nm, u exp(κ_max d) is 1.1 × 10⁻¹⁶ × 7.3 × 10¹⁶ = 8, so the observed error implies a factor of about 2 × 10⁻⁶. An error of 0.01 is then expected at

d = ln[0.01/(1.1 × 10⁻¹⁶ × 2 × 10⁻⁶)]/0.2588 ≈ 175 nm,

close to what is found. The effective factor is read from the observed error here, not derived from the couplings, and it differs for other gratings and other M, falling from about 4 × 10⁻⁵ at M = 5 to about 2 × 10⁻⁷ at M = 12 for this layer.

**Choosing the number of orders**

Raising M improves the description of the field and raises κ_max. For the four-slice stack at fixed depth:

M = 2: Γ = 20.0, scattering R = 0.5469, transfer R = 0.5469
M = 4: Γ = 39.5, scattering R = 0.5451, transfer R = 0.5467
M = 8: Γ = 77.7, scattering R = 0.5449, transfer R = 1.0000
M = 12: Γ = 115.5, scattering R = 0.5448, transfer R = 0.1563
M = 16: Γ = 153.3, scattering R = 0.5448, transfer R = 1.1406

From M = 4 on, the transfer values contain visible rounding noise: another computer, or a change of width in the last stored digits, gives other values. In this run the last one exceeds 1, which power conservation forbids, but the one for M = 12 does not, so R < 1 is no proof of a sound result. The value for M = 4 is more deceptive. It is wrong by only 0.0016 in this run, while narrowing the lines by 1 nm changes R by +0.0022. A fit of width alone would absorb the rounding error as about 0.7 nm. At M = 2 rounding is harmless, but R is still 0.0021 from its value at M = 16, worth about 0.9 nm. Between the two, M = 3 (Γ = 29.9) has a rounding error in r of a few times 10⁻⁷ and an R within 0.0005 of its converged value, about 0.2 nm. The transfer method thus has only a narrow window here: it cannot be pushed to higher accuracy, and the neighbouring M = 4 is too noisy to confirm convergence.

If a transfer method must be used, require u exp(Γ) to stay below the accepted amplitude error δ:

Γ < ln(δ/u), with Γ ≈ 2πMD/p for high orders and total depth D.

For δ = 10⁻⁶ the limit is 22.9. Here it gives M < 22.9 × 200/(2π × 300) = 2.4. This is a cautious estimate, since it sets the factor in front of u exp(Γ) to one; for this stack M = 3 exceeds the limit and still has an error below 10⁻⁶. The alternative is more digits: Γ = 77.65 consumes up to 77.65/2.303 ≈ 34 decimal digits. Thinner slices do not help, because the product contains the exponents of all slices and their sum stays nearly the same.

With scattering matrices, choose M by convergence. Going from 8 to 24 orders on each side changes R by -0.00004, far below the signal of 1 nm. For other shapes, materials or polarization the convergence must be examined anew.

**Choosing the slices, and what the model leaves out**

Stability is not accuracy of shape. Going from 4 to 32 slices at M = 8 changes R by +0.0072, about three times the size of the change caused by 1 nm of width. Four slices serve to compare the two methods, but they are too few to measure this trapezoid; with 32 the reflectance is 0.552. Whether 32 suffice would need a still finer division.

The dimensions and index are rough values in the regime of shallow-trench isolation. A real trench may still carry its etch mask, which is absent here and whose effect was not computed. Other departures were sized with four slices and M = 8. An oxide film of 1.5 nm, added outside silicon of unchanged size, changes R by -0.0007, a line-width spread of 2 nm rms, taken as an average over perfect gratings of different width, by -0.0009 (random variation from line to line gives about -0.0007), and heating by 10 K, with a rough index slope of 4 × 10⁻⁴ per kelvin, by -0.0006. Each is worth 0.2 to 0.4 nm of width. A real native oxide also consumes silicon as it grows, which would narrow the lines by about 1.3 nm; that larger effect is not included in the oxide figure. A uniform angular spread of ±1° about the mean, in the plane of incidence, contributes less than 0.0001, because changes on the two sides nearly cancel. An error of 1° in the mean angle itself does not cancel and changes R by about 0.012. One reflectance also cannot separate width from depth, since 1 nm more depth changes it by -0.0017; a measurement needs several wavelengths or angles.

For coupled gratings, then, choose scattering matrices whenever Γ approaches ln(δ/u), and increase orders and slices separately until R settles to well below the signal sought. If the result becomes erratic although all exponentials decay, look for a guided mode, a mode inside a layer with q near zero (its upward and downward forms then nearly coincide), or nearly dependent columns of W. Most of the values quoted are given in full in the numerical output below.

Computed results

```
wavelength 633 nm, photon energy 1.959 eV, angle 65 deg
pitch 200 nm, depth 300 nm, widths 80 to 120 nm, slices 4
silicon index 3.88 + 0.02i, orders -8..8
rounding unit u = 1.11e-16
main stack: sum of kappa_max*d = 77.65
largest entry of transfer block M11 = 5.24e+33
largest |exp(iqd)| in scattering recursion = 0.9846
largest condition number inverted in recursion = 7.8
specular r, scattering = -0.731369-0.099782j
specular r, 60-digit transfer = -0.731369-0.099782j
specular r, double transfer = 1.000000+0.000000j
amplitude error: scattering 6.5e-15, double transfer 1.7e+00
difference of top-down and bottom-up folding = 4.5e-16
power: reflected 0.544857, into substrate 0.399312, absorbed in lines 0.055831
power sum minus 1 = -4.4e-16
finite differences minus 61-order result: 2.5 nm 1.5e-04, 1.25 nm 3.8e-05, extrapolated 4.8e-07
M, sum kappa_max*d, R scattering, R transfer
   2    19.96  0.546883  5.4688e-01
   4    39.54  0.545121  5.4669e-01
   6    58.66  0.544910  1.6861e-02
   8    77.65  0.544857  1.0000e+00
  12   115.49  0.544831  1.5625e-01
  16   153.27  0.544825  1.1406e+00
single layer, width 100 nm: kappa_max = 0.2588 1/nm
fitted growth rate of ln(transfer error) = 0.2521 1/nm
depth (nm), exp(kappa_max*depth), transfer error in r
  50  4.2e+05  5.5e-16
  100  1.7e+11  1.9e-11
  150  7.3e+16  1.6e-05
  200  3.0e+22  3.7e-01
  250  1.3e+28  1.1e+00
first sampled depth with transfer error above 0.01 = 178 nm
depth where u*exp(kappa_max*depth) = 1: 142 nm
1 mm deep grating minus half-space grating, |dr| = 0.0e+00
uniform oxide film 300 nm: exponent 78.0, error transfer 5.8e-16, scattering 5.0e-16
changes of reflectance R:
  width +1 nm: -0.00264
  depth +1 nm: -0.00166
  orders 8 to 24: -0.00004
  slices 4 to 32: +0.00718
  native oxide 1.5 nm: -0.00065
  uniform angular spread +-1 deg: +0.00007
  line-width spread, rms 2 nm: -0.00092
  heating 10 K at rough dn/dT 4e-04 1/K: -0.00062
```
